\section*{Why a wafer-edge step tilts ions and a narrow trench barely does}

\section{The sheath and what ``uncharged'' means}

\textbf{Q.} I etch a trench one micrometre wide in a metal film. Its walls are vertical and its mouth interrupts a flat surface, yet the ions seem to come straight down. Near the rim of the wafer, where the surface drops by a centimetre, I am told to expect tilted ions. Both are steps in a conductor. What should I compare them with?

\textbf{A.} Compare them with the sheath thickness $s$, the height over which the ions are accelerated. To see why, we need the field in the sheath. Let $z$ be the height above the flat surface and $U(x,z)\ge 0$ the amount by which the potential lies below that of the plasma. The electric field is then $\mathbf E=\nabla U$, and a singly charged ion feels the force $e\nabla U$. I assume a steady voltage $V$, no collisions, no electrons in the sheath, and a uniform ion density $n$ that does not respond to the surface relief. Gauss's law gives
\begin{equation}
\nabla^2U=\frac{en}{\varepsilon_0}.
\end{equation}
The plasma shields itself, so both $U$ and $\nabla U$ vanish at the sheath edge. The position of that edge is part of the solution.

Above a flat wall these conditions give
\begin{equation}
U_0=V\left(1-\frac zs\right)^2,\qquad V=\frac{ens^2}{2\varepsilon_0},\qquad E_0=\frac{2V}{s}.
\end{equation}
The second relation follows from $U_0''=2V/s^2=en/\varepsilon_0$, and $E_0$ is the field strength at the wall. An ion starting from rest at the edge has $\tfrac12mv^2=eU_0$, hence
\begin{equation}
v=v_w\left(1-\frac zs\right),\qquad v_w^2=\frac{2eV}{m}.
\end{equation}

\textbf{Q.} And the word ``uncharged''? A metal wall that ends field lines carries charge.

\textbf{A.} It does. I mean that no stored charge makes one part of the surface differ in potential from another. The whole surface has $U=V$, which is why a metal trench suits the model.

\section{How far relief is felt}

\textbf{Q.} How does the sheath edge learn about the shape of the wall?

\textbf{A.} Take a gentle ripple, with wall height $h(x)=a\cos kx$, $a\ll s$ and $ka\ll1$. Write $U=U_0+U_1$ and keep first order in $a$. The ion density is unchanged, so $\nabla^2U_1=0$. At the wall $U_0(h)\simeq V-E_0h$, and the total must be $V$, so $U_1(x,0)=E_0h$. Let the edge move to $s+\eta(x)$. There $U_0=V\eta^2/s^2$ is of second order, so $U_1(x,s)=0$. The solution is
\begin{equation}
U_1=E_0h(x)\,\frac{\sinh k(s-z)}{\sinh ks}.
\end{equation}
The vertical field must also vanish at the displaced edge:
\begin{equation}
\frac{2V\eta}{s^2}-E_0h\,\frac{k}{\sinh ks}=0
\quad\Longrightarrow\quad
\frac{\eta}{h}=\frac{ks}{\sinh ks},
\label{edge}
\end{equation}
where $2V/s^2=E_0/s$ was used. For $ks\ll1$ the ratio tends to 1 and the edge copies the wall. For $ks\gg1$ it is $2ks\,e^{-ks}$ and the edge stays flat. With $s=2$ mm and a wavelength of 1 $\mu$m, $ks=12566$ and the ratio is about $10^{-5453}$.

\textbf{Q.} Then the tilt from fine relief should be exponentially small too.

\textbf{A.} No, because the ion finally reaches the region where the field is distorted. To first order its path is vertical, so $h'$ keeps its value at the ion's $x$. With $\zeta=s-z$, the time spent in $d\zeta$ is $dt=s\,d\zeta/(v_w\zeta)$, and
\begin{align}
v_x&=\frac em\int\partial_xU_1\,dt
=\frac{eE_0s}{mv_w}\,h'\int_0^s\frac{\sinh k\zeta}{\zeta\,\sinh ks}\,d\zeta .
\end{align}
Here $eE_0s/m=2eV/m=v_w^2$. Defining $\mathrm{Shi}(q)=\int_0^q(\sinh t/t)\,dt$, we obtain the angle $\theta$ from the vertical:
\begin{equation}
\tan\theta=\frac{v_x}{v_w}=h'(x)\,\frac{\mathrm{Shi}(ks)}{\sinh ks}.
\label{ripple}
\end{equation}
The positive sign means that ions are pushed towards higher ground.

For $ks\ll1$ both functions approach $ks$, and $\tan\theta=h'$: the ion arrives along the local normal of the wall. For $ks\gg1$, $\mathrm{Shi}(ks)\simeq e^{ks}/(2ks)$ and $\sinh ks\simeq e^{ks}/2$, so $\tan\theta\simeq h'/(ks)$. Since $h'$ is at most $ka$, the tilt is at most about $a/s$. This is a power of the size ratio, not an exponential. At $ks=20$ the edge moves by only $8\times10^{-8}$ of the ripple height, while the tilt is still 0.053 of the surface slope. Orbits integrated through the rippled field give 0.995, 0.689 and 0.053 for $ks=0.2$, 2 and 20; equation (\ref{ripple}) gives 0.996, 0.690 and 0.053.

\textbf{Q.} So is the bent edge what tilts the ions?

\textbf{A.} For gentle relief the bend and the tilt have a common cause: the disturbance $U_1$ that the relief makes in the potential. Its vertical slope at the edge sets the bend, and its sideways slope along the path sets the tilt. At first order $\eta$ does not feed back into $U_1$, so the bend adds no separate push. For a tall step this separation is lost, because the position of the edge then shapes the field.

\section{The narrow trench}

\textbf{Q.} My trench is deeper than it is wide. Its slopes are vertical, so the ripple formula cannot apply.

\textbf{A.} Gauss's law handles it directly. Let the width be $w\ll s$, put $x=0$ on the mid-plane, and consider an ion entering at $0<x<w/2$. Near the trench the ion space charge is negligible: over a height $\ell$ it changes the vertical field by $(en/\varepsilon_0)\ell=E_0\ell/s$, a fraction $\ell/s$. For $\ell=5\ \mu$m, the depth of the trench in our example, this is 0.25\%.

Deep inside the trench, $V-U$ satisfies Laplace's equation and vanishes on both walls. Its slowest-decaying part is proportional to $\cos(\pi x/w)\,e^{\pi z/w}$ with $z<0$, so the field dies within about one width.

Now draw a box from the mid-plane to $x$, reaching from this field-free depth to several widths above the mouth. No flux crosses the mid-plane, by symmetry, and none crosses the bottom. At the top $E_z\simeq-E_0$, which gives an outward flux $-E_0x$ per unit length of trench. With no charge inside, the fluxes add to zero:
\begin{equation}
-E_0x+\int E_x\,dz=0
\quad\Longrightarrow\quad
\int E_x\,dz=E_0x .
\end{equation}
The ion has already fallen through nearly all of $V$, so its speed here is $v_w$ to good accuracy and $dt=dz/v_w$ in magnitude. Therefore
\begin{equation}
\tan\theta=\frac{e}{mv_w^2}\int E_x\,dz=\frac{E_0x}{2V}=\frac xs,
\qquad \tan\theta\le\frac{w}{2s}.
\label{trench}
\end{equation}
The ion is drawn towards the nearer wall. The depth has dropped out because the field does not reach the bottom.

\textbf{Q.} And if the trench is shallow?

\textbf{A.} Then some field lines end on its floor. They leave through the bottom of the box, and less flux is left for the sideways field. Tracing ions through the solved field at $x=0.425\,w$ gives $\tan\theta=0.424\,w/s$ for a deep trench, against 0.425 from (\ref{trench}), and $0.330\,w/s$ for a trench of depth $w/2$.

\textbf{Q.} Please put in my numbers.

\textbf{A.} Take $V=400$ V, $s=2$ mm, $w=1\ \mu$m and a depth of 5 $\mu$m. The wall field is $2\times400\ \mathrm V/2\ \mathrm{mm}=0.4$ V/$\mu$m. At the centre of the mouth the potential differs from that of the metal by only 0.084 V, tiny beside the 400 V already gained. The largest tilt is
\begin{equation}
\frac{w}{2s}=\frac{1\ \mu\mathrm m}{2\times2000\ \mu\mathrm m}
=2.5\times10^{-4}\ \mathrm{rad}=0.014^\circ .
\end{equation}
Over the full depth this moves an ion sideways by at most $2.5\times10^{-4}\times5\ \mu\mathrm m\simeq1.3$ nm.

\section{A step with wide flats}

\textbf{Q.} A step also has a vertical face. What makes it different from one side of my trench?

\textbf{A.} The trench returns to the original level after a distance $w$. A step does not, so the two levels ask for different sheath-edge heights over distances wider than $s$. Start with a small step: high ground at $z=0$ for $x<0$, low ground at $z=-H$ for $x>0$, with $H\ll s$. To first order $U_1$ on the plane $z=0$ is zero for $x<0$ and $-E_0H$ for $x>0$; at $z=s$ it is zero.

Adding this solution to its mirror image gives a boundary value $-E_0H$ everywhere on $z=0$, whose solution is $-E_0H(1-z/s)$. At $x=0$ the two contributions are equal, so $U_1(0,z)=-\tfrac12E_0H(1-z/s)$. For $0<z<s$,
\begin{equation}
1-\frac zs=\sum_{n=1}^{\infty}\frac{2}{n\pi}\sin\frac{n\pi z}{s}.
\end{equation}
Each sine must decay away from the step as $e^{-n\pi X}$ to satisfy Laplace's equation, where $X=-x/s$ is the distance from the step on the high side in units of $s$. Thus
\begin{equation}
U_1=-E_0H\sum_{n=1}^{\infty}\frac{1}{n\pi}\sin\frac{n\pi z}{s}\,e^{-n\pi X}.
\end{equation}

The edge condition $E_0\eta/s+\partial_zU_1(x,s)=0$ gives
\begin{equation}
\eta=H\sum_{n=1}^{\infty}(-1)^ne^{-n\pi X}
=-\frac{H}{1+e^{\pi X}}
=-\frac H2\left[1+\tanh\frac{\pi x}{2s}\right].
\end{equation}
The mirror argument gives $\eta(x)+\eta(-x)=-H$, so the last form holds for $x>0$ as well. The sharp step becomes a smooth ramp in the sheath edge, with a width of order $s$.

For the tilt, $\partial_x=-(1/s)\,\partial_X$ gives
\begin{equation}
\partial_xU_1=-\frac{E_0H}{s}\sum_{n=1}^{\infty}\sin\frac{n\pi z}{s}\,e^{-n\pi X}.
\end{equation}
Insert $z=s-\zeta$, use $\sin(n\pi-\alpha)=(-1)^{n+1}\sin\alpha$, and integrate over $dt=s\,d\zeta/(v_w\zeta)$ as before. With $eE_0/(mv_w)=v_w/s$ and $\mathrm{Si}(y)=\int_0^y(\sin t/t)\,dt$,
\begin{equation}
\frac{v_x}{v_w}=-\frac Hs\,G(X),\qquad
G(X)=\sum_{n=1}^{\infty}(-1)^{n+1}\mathrm{Si}(n\pi)\,e^{-n\pi X}.
\label{step}
\end{equation}
The minus sign means towards the high ground: at a wafer rim, inwards. The leading term has the profile $\sin(\pi z/s)$, which fills the sheath. The ion is therefore pushed during the whole fall, including the part where it is slow. Near a trench, more than nine tenths of the push comes within a distance $w$ of the mouth, when the ion is fast.

\textbf{Q.} How good is this formula?

\textbf{A.} For $H/s=0.067$, I solved for the free edge numerically and averaged the traced tilts at equal distances on the two sides of the step. The average is $0.340\,H/s$ at $X=0.5$ and $0.145\,H/s$ at $X=0.8$; the formula gives 0.336 and 0.142. The average tests the first-order result; on one side alone the error can be larger, as the next section shows. The formula also says that a step 1 $\mu$m high would tilt ions 1 mm away by only $(1/2000)\times0.336=1.7\times10^{-4}$ rad. A step is not special in itself; its height must be a fair fraction of $s$.

\section{The centimetre step}

\textbf{Q.} My step is five times taller than the sheath is thick. Does (\ref{step}) give an angle five times that of a 2 mm step?

\textbf{A.} No, since it assumes $H\ll s$. For tall steps I solved for $U$ and its free edge numerically and followed ions from where they have 1.5 eV, the entry energy for 3 eV electrons. They start along the local field; a vertical start would lower the angles by roughly a tenth. The tilts on the high ground, with $V$ and $s$ held fixed, are:

\begin{center}
\begin{tabular}{ccccc}
step & 0.5 mm inside & 1 mm & 2 mm & 3 mm\\
1 mm & $9.6^\circ$ & $4.0^\circ$ & $0.8^\circ$ & $0.2^\circ$\\
2 mm & $12.3^\circ$ & $5.0^\circ$ & $1.0^\circ$ & $0.2^\circ$\\
4 mm & $13.5^\circ$ & $5.3^\circ$ & $1.0^\circ$ & $0.2^\circ$\\
10 mm & $13.6^\circ$ & $5.3^\circ$ & $1.0^\circ$ & $0.2^\circ$
\end{tabular}
\end{center}

Even for the 1 mm step, (\ref{step}) is poor: at 1 mm it predicts $\tan\theta=0.5\times0.336=0.168$, or $9.5^\circ$, against the traced $4.0^\circ$. A coarser grid changes the 4 mm entry at that distance from $5.3^\circ$ to $5.4^\circ$. At 0.5 mm inside, where the angles are largest, finer grids shift the 1 mm and 4 mm entries by up to about $0.3^\circ$, so the last digit in that column is not settled.

\textbf{Q.} Why does the angle stop growing?

\textbf{A.} Once the step is much taller than $s$, plasma fills the space beside the vertical face, and that face has an ordinary flat sheath of its own. A disturbance from the low ground must travel up this sheath, where it fades by $e^{-\pi}$ for each thickness $s$. The upper corner then no longer senses where the bottom is. A centimetre is more than enough; a few millimetres would do here.

The same decay limits the reach over the wafer. With a uniform ion density, wherever the disturbance has become small, its slowest part falls as $e^{-\pi X}$, whatever the height of the step. From 2 to 3 mm this predicts a factor $e^{-\pi/2}=0.21$; the traced angles for the 10 mm step fall from $1.03^\circ$ to $0.21^\circ$, a factor of 0.20. In this model, tilts above about $1^\circ$ are therefore confined to a rim about one sheath thickness wide. An ion density that falls towards the wall widens this rim, as the last section shows.

\textbf{Q.} Is the sheath visibly bent there?

\textbf{A.} For the 10 mm step, the surface where ions have 1.5 eV lies 0.08 mm lower at 1 mm inside the rim than it does far inside, and 0.28 mm lower directly above the rim. Further out it turns down around the corner.

\textbf{Q.} What would this do to a trench near the rim?

\textbf{A.} At 1 mm inside, the tangent of the tilt is about 370 times the largest value caused by the trench itself. The tilt points away from the rim, so it matters most for a trench running parallel to the rim; in a radial trench it points along the trench. In the parallel case, over a depth of 5 $\mu$m the ion would move sideways by 0.46 $\mu$m, nearly half the trench width. Many ions would strike one side wall before reaching the floor.

\section{What a real etcher changes}

\textbf{Q.} How far should I trust these angles in my reactor?

\textbf{A.} The voltage and the thickness are rough values for a low-pressure metal etcher. The ion density of $1.1\times10^{16}\ \mathrm m^{-3}$ that follows from them belongs to the uniform model; with the falling density described below, the same voltage and thickness require about $4.8\times10^{16}\ \mathrm m^{-3}$ at the sheath edge. If a ring of similar height surrounds the wafer, the drop is much smaller than 10 mm, and the 1 mm row is the more relevant one. The table also assumes that the face of the step and the low ground are at the potential of the wafer. A dielectric ring or a grounded part beside the wafer has a different sheath voltage and thickness, which bends the edge by itself and can change the size or even the sign of the tilt. One assumption that is clearly broken is the uniform ion density, since ions thin out as they speed up. I repeated the 4 mm step with a density falling as the inverse of the planar ion speed, keeping $V$ and $s$ fixed. At 1 mm inside, the tilt rose from $5.4^\circ$ to $8.5^\circ$ on the same coarse grid; finer grids bring the higher value down to about $8.0^\circ$. The disturbance also reaches further, fading by about $e^{-2.3}$ instead of $e^{-\pi}$ per sheath thickness: the tilt becomes about $2.2^\circ$ at 2 mm and roughly $0.7^\circ$ at 3 mm, against $1.0^\circ$ and $0.2^\circ$ in the table. The focusing of the ion flux by the bent sheath is still left out. Read the step angles as good to a factor of about two at best within 1 mm of the rim, and as rough orders of magnitude further in. For the trench the change goes the other way: the wall field falls from $2V/s$ to $1.41V/s$, and $E_0x/(2V)$ shrinks by the same 30\%, to at most $0.010^\circ$. The contrast between the two cases survives.

\textbf{Q.} Is $0.014^\circ$ even noticeable beside everything else?

\textbf{A.} Hardly. An ion temperature of 0.05 eV gives, in the direction across the trench, an rms angle of $\sqrt{0.05/(2\times400)}$ rad $=0.45^\circ$, some thirty times larger. An ion 100 nm from the wall is also attracted by its own image charge. Over the full depth this adds about $0.013^\circ$, slightly more than the $0.011^\circ$ from the trench field at that place.

Two further effects alter the energies and angles, and I have not computed by how much. At 5 mTorr, with a rough charge-exchange cross-section of $5\times10^{-19}\ \mathrm m^2$, about 15\% of the ions collide in the sheath. For argon ions the transit takes about 160 ns with the uniform density and about 120 ns with the falling one. Either is only roughly two periods of a 13.56 MHz supply, so the steady voltage is a crude average.

\textbf{Q.} And if my trench has an insulating mask that charges up?

\textbf{A.} Then the premise fails quickly. Suppose the two walls differ by $\Delta V$ over the whole depth $D$, and leave out the field this difference makes above the mouth. The sideways field $\Delta V/w$ acts for a time $D/v_w$ and gives
\begin{equation}
\tan\theta=\frac{e\,\Delta V}{mw}\,\frac{D}{v_w^2}=\frac{\Delta V\,D}{2Vw}.
\end{equation}
This equals the largest uncharged tilt, $w/(2s)$, when
\begin{equation}
\Delta V=\frac{Vw^2}{sD}
=\frac{400\ \mathrm V\times(1\ \mu\mathrm m)^2}{2000\ \mu\mathrm m\times5\ \mu\mathrm m}
=0.04\ \mathrm V .
\end{equation}
A few hundredths of a volt between the walls already matches the effect of the trench's shape, though that effect is tiny. A tilt of $1^\circ$ needs $\Delta V=(2Vw/D)\tan1^\circ=160\ \mathrm V\times0.0175\simeq2.8$ V. The near-vertical arrival of ions thus depends on the walls staying within a few volts of each other as well as on $w\ll s$.

\section*{Computed results}
\begin{verbatim}
sheath voltage: 400 V; thickness: 2.0 mm
electron temperature: 3.0 eV; start energy: 1.50 eV
uniform ion density: 1.105e+16 m^-3
wall field 2V/s: 0.400 V/um
argon ion speed at wall: 4.396e+04 m/s
ripple ks=0.2: edge/height 9.934e-01, tilt/slope orbit 0.9946, formula 0.9956
ripple ks=2: edge/height 5.514e-01, tilt/slope orbit 0.6892, formula 0.6897
ripple ks=20: edge/height 8.245e-08, tilt/slope orbit 0.0528, formula 0.0528
trench width 1.0 um, depth 5.0 um
ripple of wavelength w: ks = 12566, log10(edge/height) = -5453
potential at trench mouth centre: 0.083 V
trench x/w=0.125: tilt*s/w deep 0.1246, depth w/2 0.0885
trench x/w=0.225: tilt*s/w deep 0.2242, depth w/2 0.1626
trench x/w=0.325: tilt*s/w deep 0.3239, depth w/2 0.2424
trench x/w=0.425: tilt*s/w deep 0.4235, depth w/2 0.3301
largest trench tilt w/(2s): 2.50e-04 rad = 0.0143 deg
sideways drift over trench depth, at most: 1.25 nm
small step H/s=0.0667, x/s=0.5: tilt*s/H traced 0.340, formula 0.336
small step H/s=0.0667, x/s=0.8: tilt*s/H traced 0.145, formula 0.142
tilt (deg) on high ground at distance from edge (mm): 0.5, 1.0, 2.0, 3.0
step 1 mm: 9.59, 3.97, 0.82, 0.16
step 2 mm: 12.31, 4.95, 0.98, 0.20
step 4 mm: 13.53, 5.28, 1.03, 0.21
step 10 mm: 13.64, 5.29, 1.03, 0.21
fall of ion start contour, 10 mm step: 0.08 mm at 1 mm inside, 0.28 mm above edge
4 mm step, 1 mm inside, coarser grid: 5.42 deg
10 mm step, 1 mm inside: tilt / largest trench tilt = 371
drift over trench depth there: 0.46 um
Child-like density, 4 mm step, 1 mm inside: 8.48 deg
Child-like wall field / (V/s): 1.410 (uniform density: 2)
thermal spread, ion temperature 0.05 eV: 0.453 deg rms
image pull 100 nm from wall over full depth: 0.0129 deg
trench-field tilt at the same place: 0.0115 deg
gas 5 mTorr, 300 K, cross-section 5e-19 m^2
mean free path: 12.4 mm; collision chance in sheath: 0.15
ion transit time: 159 ns; RF period at 13.56 MHz: 74 ns
\end{verbatim}
